\section*{Spin-orbit splitting of t2g states at Gamma in fcc platinum}

Suppose that a relativistic band calculation for platinum has been done and a tight-binding model is to be built from it. The model needs one number for the strength of spin-orbit coupling, and a convenient place to read it is the gap that this coupling opens among the d levels at $\Gamma$. One must then decide whether to divide the gap by $3/2$, which treats three of the five d orbitals as a closed set, or to fit all the d levels together. The factor $3/2$ belongs to weak coupling, and the choice depends on how weak the coupling is compared with the cubic splitting of the d states.

The crystal is taken as face-centred cubic, like platinum, and nonmagnetic, with one atom per cell. The electrons are independent particles in bands, and hopping is kept only between nearest neighbours. The d orbitals on different atoms are taken as orthogonal. With a common normalization factor left out, the five orbitals are
\begin{equation}
yz,\quad zx,\quad xy,\quad \tfrac12(x^2-y^2),\quad \tfrac{1}{2\sqrt3}(3z^2-r^2).
\end{equation}
The first three form the t$_{2g}$ set and the last two the e$_g$ set. At $\Gamma$ the wave vector is zero, so every neighbour contributes with phase factor one, and the energy of an orbital is the sum of its hopping integrals to the neighbours. Let $\sigma$, $\pi$ and $\delta$ be the hopping integrals for orbitals with angular momentum $0$, $\pm1$ and $\pm2$ about the bond, and let the site energy be zero.

Consider the orbital $xy$. For a neighbour along $(1,1,0)$, put $u=(x+y)/\sqrt2$ and $v=(x-y)/\sqrt2$. Then
\begin{equation}
xy=\frac{u^2-v^2}{2}
=\frac{\sqrt3}{2}\,\frac{2u^2-v^2-z^2}{2\sqrt3}-\frac12\,\frac{v^2-z^2}{2}.
\end{equation}
The first function on the right is of $\sigma$ type about the axis $u$ and the second of $\delta$ type, so the bond contributes $\frac34\sigma+\frac14\delta$. For a neighbour along $(1,0,1)$, put $u=(x+z)/\sqrt2$ and $w=(x-z)/\sqrt2$. Now $xy=(uy+wy)/\sqrt2$, which is half $\pi$ and half $\delta$ in weight. Four of the twelve neighbours are of the first kind and eight of the second, whence
\begin{equation}
E_t=4\left(\tfrac34\sigma+\tfrac14\delta\right)+8\left(\tfrac12\pi+\tfrac12\delta\right)=3\sigma+4\pi+5\delta .
\end{equation}
The e$_g$ energy follows from the trace. Each bond contributes $\sigma+2\pi+2\delta$ to the sum over the five orbitals, so $3E_t+2E_e=12(\sigma+2\pi+2\delta)$ and
\begin{equation}
E_e=\tfrac32\sigma+6\pi+\tfrac92\delta,\qquad
\Delta\equiv E_e-E_t=-\tfrac32\sigma+2\pi-\tfrac12\delta .
\end{equation}
With $\sigma<0$, $\pi>0$ and small $\delta$, the t$_{2g}$ level is the lower one. The s orbitals do not disturb this result: their hopping to a d orbital follows the angular shape of that orbital, which sums to zero over the twelve neighbours. The p orbitals are odd under inversion and the d orbitals even, so they do not mix at $\Gamma$ either.

Spin-orbit coupling is now added as
\begin{equation}
H_{\rm so}=\xi\,\mathbf L\cdot\mathbf S,\qquad \xi>0,
\end{equation}
with $\mathbf L$ and $\mathbf S$ in units of $\hbar$ and the same $\xi$ for all five orbitals. The convention matters: if the coupling is written with Pauli matrices $2\mathbf S$ in place of $\mathbf S$, its constant is $\xi/2$. To first order in $\xi/\Delta$, the shifts are the eigenvalues of $H_{\rm so}$ within the degenerate t$_{2g}$ states. We therefore need $\mathbf L$ within that set. With $L_z=-i(x\partial_y-y\partial_x)$,
\begin{equation}
L_z\,yz=-i\,zx,\qquad L_z\,zx=i\,yz,\qquad L_z\,xy=-i(x^2-y^2).
\end{equation}
The last function lies in e$_g$ and drops out on projection. Compare the p functions, for which the same operator, called $l_z$ there, gives
\begin{equation}
l_z\,x=i\,y,\qquad l_z\,y=-i\,x,\qquad l_z\,z=0 .
\end{equation}
Under the correspondence $yz\to x$, $zx\to y$, $xy\to z$, the two actions differ by a sign. Cyclic permutation of the axes extends this to the other components, so
\begin{equation}
P_t\,\mathbf L\,P_t=-\,\mathbf l ,
\end{equation}
where $P_t$ projects onto t$_{2g}$ and $\mathbf l$ is an angular momentum with $l=1$. Within e$_g$ the projection vanishes: $L_z(x^2-y^2)=4i\,xy$ lies in t$_{2g}$, $L_z(3z^2-r^2)=0$, and cyclic permutations carry the e$_g$ set into itself.

The projected coupling is $-\xi\,\mathbf l\cdot\mathbf s$, with $\mathbf s=\mathbf S$. Define $\mathbf j=\mathbf l+\mathbf s$ and square it to obtain
\begin{equation}
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}+\tfrac12,& j=\tfrac32,\\[2pt]-1,& j=\tfrac12.\end{cases}
\end{equation}
Multiplication by $-\xi$ gives, relative to the unsplit t$_{2g}$ level,
\begin{equation}
E_{\rm quartet}=-\tfrac12\xi,\qquad E_{\rm doublet}=+\xi,\qquad
E_{\rm doublet}-E_{\rm quartet}=\tfrac32\,\xi .
\label{law}
\end{equation}
The multiplicities are $2j+1=4$ and $2$. The mean shift is zero, as $4(-\frac12)+2(1)=0$. In an atomic p shell with positive coupling the quartet is the upper level; here it is the lower one, because of the minus sign in the projection.

The pattern of four and two levels does not rest on the hopping model. Any operator on the six states can be written $A_0+\sum_i A_i s_i$, where the $A$'s are matrices in orbital space. Cubic invariance requires $A_0$ to be unchanged by rotations. Half-turns about the axes remove its off-diagonal elements, and threefold rotations make the diagonal ones equal, so $A_0$ is a constant. The matrix $A_z$ must transform as $s_z$ does: unchanged by a half-turn about $z$, reversed by half-turns about $x$ and $y$. This leaves only the elements joining $yz$ and $zx$. A quarter-turn about $z$ takes $yz\to-zx$ and $zx\to yz$, and invariance then makes the two elements opposite in sign. Hence $A_z$ is proportional to $l_z$, and threefold rotations give the other components the same factor. Cubic symmetry thus allows a constant plus a multiple of $\mathbf l\cdot\mathbf s$. That the multiple equals $-\xi$ is a further statement, which needs pure d orbitals and first order in $\xi$.

What first order omits is the coupling to e$_g$. Let $X=\mathbf L\cdot\mathbf S$ in the whole d shell. For $L=2$ and spin $\frac12$ its eigenvalues are $1$ and $-\frac32$, belonging to total angular momentum $\frac52$ and $\frac32$. Therefore $(X-1)(X+\frac32)=0$, or
\begin{equation}
X^2+\tfrac12X=\tfrac32 .
\end{equation}
Write $X$ in blocks, with $X_{te}$ the part leading from e$_g$ to t$_{2g}$. The t$_{2g}$ block of this identity is
\begin{equation}
X_{te}X_{et}=\tfrac32-\tfrac12X_{tt}-X_{tt}^2 .
\end{equation}
In the quartet $X_{tt}=-\frac12$, and the right side is $\frac32+\frac14-\frac14=\frac32$. In the doublet $X_{tt}=1$, and it is $\frac32-\frac12-1=0$. The doublet has no coupling to e$_g$, and its energy stays at $\xi$ for any $\Delta$ in this model. One of its states shows how this happens:
\begin{equation}
\psi=\tfrac{1}{\sqrt3}\left(|yz{\downarrow}\rangle+i|zx{\downarrow}\rangle+|xy{\uparrow}\rangle\right).
\end{equation}
Leave out the common factor $1/\sqrt3$ and keep only the e$_g$ part of the result. When $X$ acts on the state, the spin-down terms produce $\frac i2(x^2-y^2)$ with spin up, through $\frac12L_-S_+$. The term in $xy$ produces $-\frac i2(x^2-y^2)$ with spin up, through $L_zS_z$. The two cancel.

Each quartet state couples to e$_g$ with squared strength $\frac32\xi^2$. Since $X_{ee}=0$, the e$_g$ block of the identity gives $X_{et}X_{te}=\frac32$ too. The coupling is thus $\sqrt{3/2}\,\xi$ times a unitary matrix between two sets of four states, and bases can be chosen in which it joins them in pairs. Each pair has the matrix
\begin{equation}
\begin{pmatrix}-\tfrac12\xi&\sqrt{\tfrac32}\,\xi\\[3pt]\sqrt{\tfrac32}\,\xi&\Delta\end{pmatrix},
\qquad
\left(E+\tfrac12\xi\right)(E-\Delta)=\tfrac32\xi^2 .
\label{pair}
\end{equation}
Expansion of the product gives $E^2-(\Delta-\frac12\xi)E-\frac12\Delta\xi-\frac32\xi^2=0$. Because $\frac14(\Delta-\frac12\xi)^2+\frac12\Delta\xi=(\frac12\Delta+\frac14\xi)^2$, the roots are
\begin{equation}
E_\mp=\frac{\Delta}{2}-\frac{\xi}{4}\mp
\sqrt{\left(\frac{\Delta}{2}+\frac{\xi}{4}\right)^2+\frac{3\xi^2}{2}} .
\label{roots}
\end{equation}
The separation of the doublet from the lower quartet is
\begin{equation}
D=\xi-E_-=\frac{5\xi}{4}-\frac{\Delta}{2}+
\sqrt{\left(\frac{\Delta}{2}+\frac{\xi}{4}\right)^2+\frac{3\xi^2}{2}} .
\label{full}
\end{equation}
For small $\xi/\Delta$, the square root is $\frac12\Delta+\frac14\xi+3\xi^2/(2\Delta+\xi)$ up to terms of order $\xi^4/\Delta^3$. Hence
\begin{equation}
D=\frac32\xi+\frac{3\xi^2}{2\Delta}+O\!\left(\frac{\xi^3}{\Delta^2}\right).
\end{equation}
The first term is the weak-coupling law. The second comes from e$_g$ pushing the quartet down, and relative to the first it is $\xi/\Delta$. In the opposite limit, $\Delta\to0$, the square root becomes $\frac54\xi$ and $D=\frac52\xi$, the splitting of a free d shell. The upper quartet then joins the doublet to make the six states of total angular momentum $\frac52$. Between the limits, $D/\xi$ falls steadily from $\frac52$ to $\frac32$ as $\Delta$ grows at fixed $\xi$.

For an example, take $\sigma=-0.80$ eV, $\pi=0.40$ eV, $\delta=0$ and $\xi=0.50$ eV. These are round model values. Then $E_t=-2.4+1.6=-0.8$ eV, $E_e=-1.2+2.4=1.2$ eV and $\Delta=2.0$ eV, so $\xi/\Delta=0.25$. The weak-coupling law puts the quartet at $-0.25$ eV and the doublet at $0.50$ eV, a separation of $0.75$ eV. Equation~(\ref{roots}) gives
\begin{equation}
E_\mp=0.875\mp\sqrt{1.125^2+0.375}\ \text{eV}=-0.406\ \text{eV},\quad 2.156\ \text{eV},
\end{equation}
and $D=0.906$ eV. The separation exceeds the weak-coupling value by $0.156$ eV, or 21\% of that value. Stopping at second order gives $0.9375$ eV, already a little too much. From the second row of the matrix in (\ref{pair}) and normalization, the e$_g$ weight in the lower quartet is
\begin{equation}
\frac{\frac32\xi^2}{\frac32\xi^2+(\Delta-E_-)^2}=\frac{0.375}{0.375+2.406^2}=0.061 .
\end{equation}
An admixture of 6\% thus goes with a change of 21\% in the gap.

How small must $\xi$ be? Set $D=\frac32\xi(1+\eta)$, so that $E_-=-\frac12\xi-\frac32\eta\xi$. Insertion in (\ref{pair}) gives $\frac32\eta\xi\,(\Delta+\frac12\xi+\frac32\eta\xi)=\frac32\xi^2$, and therefore
\begin{equation}
\frac{\xi}{\Delta}=\frac{\eta}{1-\frac12\eta-\frac32\eta^2}.
\end{equation}
With $\Delta$ held at $2.0$ eV, an excess of 5\% is reached at $\xi=0.103$ eV, about a fifth of the value in the example.

This settles the decision about the fit. Dividing $0.906$ eV by $3/2$ would return $0.604$ eV for a model whose coupling is $0.50$ eV. The three levels at $\Gamma$ together do better. Let $a=D$ be the gap from the lower quartet to the doublet, and $b$ the gap from the doublet to the upper quartet. Then $E_-=\xi-a$ and $E_+=\xi+b$. Their sum is $\Delta-\frac12\xi$, so $\Delta=\frac52\xi+b-a$. Their product is $-\frac12\Delta\xi-\frac32\xi^2$. Eliminating $\Delta$ gives
\begin{equation}
\tfrac{15}{4}\xi^2+\tfrac32(b-a)\xi-ab=0 ,
\end{equation}
which has one positive root. For $a=0.906$ eV and $b=1.656$ eV it is $\xi=0.50$ eV. The recipe assumes one $\xi$ for the whole shell, and since two gaps fix two unknowns it always returns an answer and cannot test that assumption. In a real d band the radial function changes with energy, so the coupling between the sets needs its own constant, which the three levels alone cannot determine. The recipe then returns a value between the two: for $0.50$ eV within t$_{2g}$, $0.55$ eV between the sets and $\Delta=2.0$ eV it gives $0.516$ eV, against $0.624$ eV from dividing by $3/2$.

For platinum, a $\xi$ of about half an electronvolt and a $\Delta$ of about two are reasonable rough sizes, but $\Delta$ is the less certain and depends on the band calculation. The metal is then outside the range where the factor $3/2$ is good to a few per cent. A strained film also breaks the assumption of a cubic crystal. Take a film whose normal is a cube axis. Let the lattice constant be $0.39$ nm, let hopping vary as the inverse fifth power of bond length, and stretch the film by 0.5\% in its plane while it contracts by 0.6\% across it. Numerical diagonalization of the ten-state matrix, with $\xi$ held fixed, then splits the lower quartet into two pairs $0.060$ eV apart. The pairs themselves survive because inversion and time reversal remain. The figure is only a rough size. For this orientation elasticity makes the ratio of the two strains $2C_{12}/C_{11}$, roughly $1.45$ for platinum; a contraction of 0.72\% gives $0.067$ eV, while an inverse third power of bond length with the 0.6\% contraction gives $0.042$ eV. Moving off $\Gamma$ has a similar effect: at $k=\pi/t=0.63$ nm$^{-1}$, the smallest standing-wave vector across a film of thickness $t=5$ nm, the unstrained d-only model gives $0.014$ eV along the cube axis (at the same $|k|$ it gives $0.007$ eV along $[110]$ and $0.003$ eV along $[111]$). Mixing with s and p states is allowed there and could change this figure.

Temperature matters little through the lattice spacing. With a rough expansion coefficient of $9\times10^{-6}$ K$^{-1}$, heating from 300 to 400 K changes $D$ by about $0.0005$ eV at fixed $\xi$. Finite lifetime matters more if the levels are to be resolved in a spectrum. A state whose population decays in a time $\tau$ has amplitude proportional to $e^{-t/2\tau}$, where $t$ is now time, and its line has full width $\hbar/\tau$ at half maximum. For an assumed $\tau$ of 5 fs this is $0.13$ eV. The quartet and doublet would still stand apart, but the strain splitting of the quartet would be hidden within the line width.
